# Trailing decay of a delta layer in a sputter depth profile

## Problem

A very thin sheet of boron (a delta layer) lies buried in silicon. An ion beam erodes the sample at a constant rate, and a mass spectrometer counts the boron ions that leave the surface. The counts are plotted against eroded depth, which is positive into the sample. The layer should appear as a spike. Instead, the signal rises quickly and then falls slowly while the beam digs on. On this trailing side it follows

$$S(x)=S_0\,e^{-x/L},\qquad L=2\ \text{nm},$$

where $x$ is the eroded depth beyond the signal peak and $S_0$ is the peak signal. The length $L$ is the trailing decay length. In parts (a) to (d) the front is taken as sharp: the signal jumps from zero to $S_0$ at $x=0$. The areal dose of the layer is $Q=1\times10^{13}\ \text{cm}^{-2}$.

(a) How much depth does the signal need to fall by one decade, that is, by a factor of 10?

(b) What fraction of the peak signal is left 10 nm below the peak? What boron concentration does it simulate, and how much of the dose is still to be sputtered?

(c) Suppose that the tail comes from complete mixing of a surface zone by the beam. What changes if the 10 nm are counted from the true position of the layer?

(d) A second, weaker layer lies 10 nm below the first. At what dose does its own signal equal the residue of the first layer?

(e) Real peaks are rounded. How does the answer to (b) change for a leading growth length $G=1$ nm and a Gaussian broadening of standard deviation $s=1$ nm?

Throughout, the erosion rate and the ion yield are constant, and boron is dilute enough for signals from different layers to add. Background counts are left out until the end.

## First estimate by scaling

With a sharp front, $L$ is the one length that describes the response. The depth per decade must therefore be a pure number times $L$, and the residual fraction must be a function of $x/L$.

The pure number can be guessed without a logarithm table. Over a depth $L$ the signal falls by a factor $e$, which is roughly 3. Two such steps give roughly $3\times3=9$, close to a decade. Hence

$$D_{\text{est}}\approx 2L=4\ \text{nm}.$$

Ten nanometres are then $10/4=2.5$ decades, and the estimated residue is

$$R_{\text{est}}\approx10^{-2.5}\approx0.3\ \%.$$

The estimate says that the tail is a matter of tenths of a per cent to a per cent of the peak. The exact solution will show which of these two numbers can be trusted more.

## Exact solution

### Why the tail can be exponential

A simple model produces the stated law. The beam keeps a zone of thickness $w$ below the momentary surface fully mixed. Let $z$ be the depth of that surface below the original one, and let $N(z)$ be the boron content of the zone per unit area. Because the zone is uniform, its concentration is $N/w$.

When the surface moves down by $dz$, a slice of thickness $dz$ is sputtered away. It carries the boron content $(N/w)\,dz$. At the lower edge the zone takes in an equally thick slice of fresh silicon, which contains no boron once the layer has been passed. Therefore

$$dN=-\frac{N}{w}\,dz .$$

Dividing by $N$ separates the variables, $dN/N=-dz/w$. We integrate from the moment $z_p$ at which the layer enters the zone, when $N=Q$:

$$\ln\frac{N(z)}{Q}=-\frac{z-z_p}{w},\qquad N(z)=Q\,e^{-(z-z_p)/w}.$$

The signal is proportional to the surface concentration $N/w$, so it has the same exponential form, with $x=z-z_p$ and $L=w$. Within this model the decay length is the thickness of the mixed zone. Parts (a) and (b) do not need this interpretation; they need the exponential law and the sharp front.

### (a) Depth per decade

Let $D$ be the depth over which the signal falls to one tenth. From any starting point $x$ on the tail,

$$\frac{S(x+D)}{S(x)}=\frac{e^{-(x+D)/L}}{e^{-x/L}}=e^{-D/L}=\frac1{10}.$$

The starting point has cancelled, so every decade of the tail takes the same depth. Taking the logarithm gives $-D/L=-\ln10$, and

$$D=L\ln10=2\ \text{nm}\times2.3026=4.605\ \text{nm}.$$

Rounded to two figures, this is 4.6 nm per decade. The quoted 2 nm and the 4.6 nm describe the same slope: one belongs to a factor $e$, the other to a factor 10.

### (b) Residue 10 nm below the peak

Inserting $x=10$ nm in the law gives

$$R=\frac{S(x)}{S_0}=e^{-x/L}=e^{-10/2}=e^{-5}=0.674\ \%.$$

The same number follows from the decade length. Since $e^{-x/L}=10^{-x/(L\ln10)}=10^{-x/D}$, the signal has dropped by $10/4.605=2.171$ decades.

To turn signal into concentration, the signal is multiplied by a constant, chosen so that the integral of the profile over depth equals the dose $Q$. Let the peak concentration be $c_0$. Then

$$Q=\int_0^\infty c_0e^{-x/L}\,dx=c_0L,\qquad c_0=\frac{Q}{L}.$$

With $L=2\times10^{-7}$ cm,

$$c_0=\frac{1\times10^{13}\ \text{cm}^{-2}}{2\times10^{-7}\ \text{cm}}=5.0\times10^{19}\ \text{cm}^{-3}.$$

At $x=10$ nm the profile shows $c_0R=3.37\times10^{17}\ \text{cm}^{-3}$. This boron did not originally lie at that depth. It comes from the delta layer and was carried down with the receding surface.

The dose still to be sputtered is the area under the rest of the tail:

$$\int_x^\infty\frac{Q}{L}e^{-x'/L}\,dx'=\frac{Q}{L}\,L\,e^{-x/L}=Q\,e^{-x/L}.$$

For the sharp front, the remaining dose fraction is therefore also 0.674 %. The two fractions agree because an exponential tail is proportional to its own remaining area, and because no dose was recorded before the peak. The second reason will fail in part (e).

A residue of 0.1 % would require $L\ln1000=3D=13.82$ nm below the peak.

### (c) Peak position and layer position

In the mixing model the layer enters the zone when the lower edge of the zone reaches it. If the layer lies at $z_d$, this happens at $z_p+w=z_d$, so

$$z_p=z_d-w=z_d-L.$$

The peak appears 2 nm too close to the original surface. A point 10 nm below the true layer is $10+2=12$ nm below the peak, and the signal there is

$$\frac{S}{S_0}=e^{-(x+L)/L}=e^{-6}=0.248\ \%.$$

Changing the zero of depth by one decay length thus divides the answer by $e$. A residue "10 nm below the layer" has a definite value once the reference point is named. The factor $e$ belongs to complete mixing with a sharp lower edge; a different mixing profile can shift the peak by another amount.

The model was also followed cell by cell, without using the exponential law. A concentration array with cells of 0.002 nm was averaged over the top 2 nm, its top cell was removed, and the two operations were repeated. The result was 4.603 nm per decade, a residue of 0.672 % at 10 nm below the peak, a peak shift of 2.00 nm, and 0.247 % at 10 nm below the true layer. The small deficit comes from the finite cells. Each removal multiplies the content by $1-1/1000$, and 5000 removals give

$$\left(1-\tfrac1{1000}\right)^{5000}\approx e^{-5000\,(0.001+0.0000005)}=e^{-5.0025},$$

where $\ln(1-\epsilon)\approx-\epsilon-\epsilon^2/2$ was used. This is 0.25 % below $e^{-5}$ in relative terms, which accounts for the step from 0.674 % to 0.672 %.

### (d) A second layer in the tail

Let the second layer have dose $fQ$. Both peaks are shifted by the same amount in the mixing model, so they remain 10 nm apart. When the second layer enters the zone, it adds $fQ/L$ to the measured concentration, while the first still contributes $(Q/L)e^{-5}$. The two contributions are equal for

$$f=e^{-5}=0.674\ \%,\qquad fQ\approx6.7\times10^{10}\ \text{cm}^{-2}.$$

At this dose the signal doubles when the second layer is reached. A layer of equal dose, $f=1$, would have its peak raised by 0.67 %. The same residue is therefore negligible beside a strong neighbour and dominant beside a weak one. The tail can be subtracted, but the uncertainty of the subtraction then limits what can be said about the weak layer.

### (e) A rounded peak

A response with a finite leading slope is first written without the Gaussian. Let $z$ now be the depth measured from the kink between the rising and the falling branch:

$$h(z)=\frac1{G+L}\begin{cases}e^{z/G},&z<0,\\ e^{-z/L},&z\ge0.\end{cases}$$

The two branches have areas $G/(G+L)$ and $L/(G+L)$, so the total area is 1. Broadening by a Gaussian $g(u)$ of standard deviation $s$ gives

$$F(z)=\int_{-\infty}^{\infty}g(u)\,h(z-u)\,du,\qquad g(u)=\frac{e^{-u^2/2s^2}}{s\sqrt{2\pi}} .$$

Far down the tail, where $z$ is many times $s$, practically all the weight of $g$ lies at $u<z$. The falling branch then applies under the integral:

$$F(z)\approx\frac{e^{-z/L}}{G+L}\int_{-\infty}^{\infty}g(u)\,e^{u/L}\,du .$$

Completing the square in the exponent,

$$-\frac{u^2}{2s^2}+\frac uL=-\frac{(u-s^2/L)^2}{2s^2}+\frac{s^2}{2L^2},$$

leaves a shifted Gaussian of unit area and a constant factor. Hence

$$F(z)\approx\frac{e^{s^2/2L^2}}{G+L}\,e^{-z/L}.$$

The shifted Gaussian is centred at $s^2/L=0.5$ nm. The approximation requires $z-s^2/L$ to be several times $s$, which is amply met near 10 nm. The exponent still contains $L$ alone, so the far tail keeps its 4.605 nm per decade. The broadening changes the height of the tail and the shape of the top.

The maximum has to be found numerically. It lies at $z=0.341$ nm and has the height $0.2087\ \text{nm}^{-1}$. Ten nanometres below it, $z=10.341$ nm, and

$$F=\frac{e^{0.125}}{3\ \text{nm}}\,e^{-10.341/2}=0.00215\ \text{nm}^{-1}.$$

Dividing by the maximum gives a residue of 1.03 % of the peak. Direct numerical convolution tested the tail formula at this depth and agreed with it to better than one part in a million.

The residue relative to the peak has grown by a factor of 1.53, with $L$ held fixed. The reason can be read from the first decade. Starting from the flat top, the signal needs 5.45 nm to fall to one tenth; the second decade takes 4.605 nm again. After the first decade, $10-5.45=4.55$ nm remain, slightly less than one further decade, so the signal ends slightly above 1 %.

The absolute false concentration moves the other way. It is $QF=2.15\times10^{17}\ \text{cm}^{-3}$, compared with $3.37\times10^{17}\ \text{cm}^{-3}$ for the sharp front at equal dose. The peak falls from $5.0\times10^{19}$ to $2.09\times10^{19}\ \text{cm}^{-3}$, and this reduction outweighs the larger ratio. The fall comes in two steps. The leading branch alone lowers the peak to $Q/(G+L)=3.33\times10^{19}\ \text{cm}^{-3}$ at an unchanged ratio, so the false concentration drops to $2.25\times10^{17}\ \text{cm}^{-3}$. The Gaussian then lowers the peak further and raises the ratio, and the two nearly cancel, leaving $2.15\times10^{17}\ \text{cm}^{-3}$. The sign of this second step depends on the parameters: for $G=2$ nm the same Gaussian raises the false concentration, from $1.68\times10^{17}$ to $1.91\times10^{17}\ \text{cm}^{-3}$.

The remaining dose fraction is the area under the tail, $L\,F(z)=2\times0.00215=0.43\ \%$. It no longer equals the signal ratio, since part of the dose was recorded before and around the peak.

The limit $s\to0$ separates the two changes. The maximum then sits at the kink, and the residue relative to the peak returns to $e^{-x/L}=0.674\ \%$ for any $G$. The remaining dose fraction becomes $Le^{-x/L}/(G+L)$, or two thirds of 0.674 %, about 0.45 %. A finite leading slope by itself changes the division of the dose; the Gaussian is needed to change the ratio to the peak. If $G\to0$ as well, both answers of part (b) return.

## Comparison of estimate and exact solution

For the sharp front, the results are:

| Quantity | Estimate | Exact |
|---|---:|---:|
| Depth per decade | 4 nm | 4.605 nm |
| Residue 10 nm below the peak | 0.3 % | 0.674 % |

The estimated decade is 13 % too short relative to the exact one. The estimated residue is too small by a factor of about 2. Both errors have one source: setting $D=2L$ treats $e^2=7.39$ as if it were 10. The ratio of estimate to exact result is

$$\frac{10^{-x/2L}}{e^{-x/L}}=\exp\!\left[-\frac xL\left(\frac{\ln10}{2}-1\right)\right]=e^{-5\times0.151}=0.47 .$$

The bracket is a fixed small number, but it is multiplied by $x/L$. Scaling therefore gives a serviceable decade length, while its residue becomes worse the further one goes down the tail.

An error in the measured decay length is amplified in the same way. From $\ln R=-x/L$,

$$\frac{d\ln R}{d\ln L}=L\,\frac{d}{dL}\left(-\frac xL\right)=\frac xL=5 .$$

For the sharp front, a small relative error in $L$ appears five times larger in $R$; for the rounded peak of part (e), with $G$ and $s$ held fixed, the factor is about 4.4. For an error of 10 % the full exponential should be used: $L=1.8$ nm gives 0.387 %, and $L=2.2$ nm gives 1.062 %. This holds when $x$ is known independently. If $x$ and $L$ come from the same depth calibration, a common scale error multiplies both and cancels in $x/L$.

## The real measurement

The numbers are rough but realistic for boron in silicon profiled with a low-energy oxygen beam, where trailing decay lengths of one to a few nanometres are typical. The apparent peak of $5.0\times10^{19}\ \text{cm}^{-3}$ is 0.1 % of the silicon atomic density, which supports the dilute assumption. The sharp front is the assumption that a real profile clearly breaks. With the chosen $G$ and $s$, the Gaussian rounding of the peak moves the residue from 0.67 % to 1.03 % of the peak, an effect comparable to a 10 % error in $L$.

Counting matters less here. Take $10^5$ counts per data point at the peak and 5 background counts. For the sharp front, 674 counts remain at 10 nm. Their Poisson uncertainty is $1/\sqrt{674}=3.9\ \%$, and the background adds 0.74 % of the tail signal. The tail equals the background where $S_0e^{-x/L}=B$, with $B$ the background signal. Taking logarithms,

$$x=L\ln\frac{S_0}{B}=2\ \text{nm}\times\ln(20\,000)=19.8\ \text{nm}.$$

Near and beyond this depth the measured curve flattens, and its slope no longer gives $L$.

Thermal diffusion during storage can be dismissed. With a rough diffusivity $D_B=(1\ \text{cm}^2/\text{s})\,e^{-3.5\ \text{eV}/k_BT}$ at 300 K, the length $\sqrt{2D_Bt}$ for ten years is about $10^{-18}$ nm. A value so far below an atomic spacing means that practically no atom has moved.

Diffusion and segregation driven by the beam, growing surface roughness, and changes of ion yield near the original surface are not calculated. If they merely change a constant slope, the measured $L$ already contains their effect. If they bend the tail on a logarithmic plot, no single decay length describes it, and the residue at 10 nm has to be read from a measured delta-layer response instead of being extrapolated from the first decade. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
Trailing decay length L: 2.0 nm
Distance beyond the peak x: 10.0 nm
ln(10): 2.3026
Depth per signal decade: 4.605 nm
Number of decades in x: 2.171
Residual signal / peak: 0.674 %
Depth for a 0.1 % residual: 13.82 nm
Areal dose Q: 1.0e+13 cm^-2
Apparent peak concentration: 5.00e+19 cm^-3
False concentration at x: 3.37e+17 cm^-3
-- Cell-by-cell mixing simulation --
Cell thickness: 0.002 nm
Simulated depth per decade: 4.603 nm
Simulated residual at x: 0.672 %
Simulated dose left at x: 0.672 %
Peak lies above true layer by: 2.00 nm
Signal/peak, x below true layer, formula: 0.248 %
Same, simulated: 0.247 %
-- Rounded peak --
Leading growth length G: 1.0 nm
Gaussian width s: 1.0 nm
Peak position relative to kink: 0.341 nm
Peak height of response: 0.2087 nm^-1
First decade from peak: 5.451 nm
Second decade: 4.605 nm
Residual / peak at x: 1.029 %
Ratio to simple residual: 1.527
Dose left at x: 0.429 %
Rounded peak concentration: 2.09e+19 cm^-3
Rounded false concentration at x: 2.15e+17 cm^-3
-- Other neglected effects --
d ln(residual) / d ln(L): 5.000
Residual if L is 10 % smaller: 0.387 %
Residual if L is 10 % larger: 1.062 %
Peak counts per point: 100000 counts
Background per point: 5 counts
Tail counts at x: 674 counts
Background / tail at x: 0.74 %
Poisson error of tail counts: 3.9 %
Tail meets background at: 19.8 nm
Si atomic density: 4.994e+22 cm^-3
Peak boron / Si atoms: 0.100 %
Rough diffusion prefactor: 1.0 cm^2/s
Rough diffusion barrier: 3.5 eV
Temperature: 300 K
Thermal diffusion length in 10 years: 1.0e-18 nm
```
